\section*{Radical loss at a wall: two derivations of the flux condition}

An oxygen plasma between two metal plates produces oxygen atoms throughout the gas. The atoms diffuse to the plates, where some recombine and the others return to the gas. To calculate their density from the diffusion equation, one needs a boundary condition that expresses the surface chemistry. Suppose that each impact destroys a radical with probability $\gamma$. A gas of density $n$ in equilibrium sends a flux $nv/4$ onto a surface, where $v$ is the mean thermal speed, and this suggests a loss flux $\gamma nv/4$. But a surface that destroys radicals sends back fewer than it receives, so the gas beside it is not in equilibrium. The estimate must be corrected for the missing returning radicals.

The corrected flux is
\begin{equation}
\Gamma=\frac{\gamma n v}{2(2-\gamma)},\qquad
v=\sqrt{\frac{8kT}{\pi m}},
\label{eq:main}
\end{equation}
with $m$ the radical mass and $T$ the temperature. It can be derived by starting from the gas or from the wall. Both derivations are approximate, and they fail to describe different parts of the true velocity distribution.

\section{Setting and conventions}

The wall is the plane $x=0$ and the gas fills $x>0$. A radical has velocity $\mathbf c$, speed $c$ and normal component $c_x=c\cos\theta$. Radicals with $c_x<0$ are incoming and those with $c_x>0$ are outgoing. With $f$ the velocity distribution, normalized to the density, the two one-way fluxes are
\begin{equation}
J_{\rm in}=\int_{c_x<0}|c_x|f\,d^3c,\qquad
J_{\rm out}=\int_{c_x>0}c_xf\,d^3c .
\end{equation}
Both are positive. The net flux into the wall is $\Gamma=J_{\rm in}-J_{\rm out}$.

The radicals are dilute, and their mean free path is small against the size of the vessel. Gas and wall have the same temperature unless stated otherwise. The probability $\gamma$ does not depend on speed or angle, so the surviving fraction gives
\begin{equation}
J_{\rm out}=(1-\gamma)J_{\rm in},\qquad \Gamma=\gamma J_{\rm in}.
\label{eq:wall}
\end{equation}

The density $n$ in Eq.~(\ref{eq:main}) is the diffusion solution extrapolated to $x=0$. Within about a mean free path of the wall the true density departs from that solution.

Both derivations need the one-way flux of a Maxwellian $nM(\mathbf c)$, where $M$ is normalized to one. Integration over the two tangential components leaves
\begin{align}
J_0&=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty u\,e^{-mu^2/(2kT)}du\nonumber\\
&=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=n\sqrt{\frac{kT}{2\pi m}}=\frac{nv}{4}.
\label{eq:j0}
\end{align}
The last equality follows from $v/4=\sqrt{8kT/(16\pi m)}$.

\section{First derivation: from the diffusing gas}

Let the radicals scatter elastically and isotropically from fixed targets, with a mean free path $\lambda$ independent of speed. The steady kinetic equation is
\begin{equation}
c_x\frac{\partial f}{\partial x}=-\frac{c}{\lambda}\left(f-\bar f\right),
\end{equation}
where $\bar f$ is the average of $f$ over directions at fixed speed. Away from the wall $\bar f=nM$. On the scale of a few mean free paths $n$ is linear in $x$, with slope $n'$. Inserting $f\simeq nM$ on the left gives
\begin{equation}
f=M\left(n-\lambda n'\cos\theta\right).
\label{eq:p1}
\end{equation}
If $n$ rises away from the wall, there are more incoming radicals, for which $\cos\theta<0$. The isotropic term carries no net flux, so
\begin{align}
\Gamma&=-\int c_xf\,d^3c
=\lambda n'\int c\cos^2\theta\,M\,d^3c\nonumber\\
&=\frac{\lambda n'}{3}\int cM\,d^3c=\frac{\lambda v}{3}n'.
\end{align}
The factor $1/3$ is the angular average of $\cos^2\theta$. This is Fick's law, $\Gamma=Dn'$, with $D=\lambda v/3$. The sign is positive because $\Gamma$ is counted towards the wall.

Now split $f$ into parts even and odd in $c_x$. The even part contributes the same amount to $J_{\rm in}$ and $J_{\rm out}$. In Eq.~(\ref{eq:p1}) it is $nM$, and by Eq.~(\ref{eq:j0}) this amount is $nv/4$. The odd part changes sign between the half-ranges: if it adds $a$ to $J_{\rm in}$, it adds $-a$ to $J_{\rm out}$. The difference of the fluxes is then $\Gamma=2a$, and therefore
\begin{equation}
J_{\rm in}=\frac{nv}{4}+\frac{\Gamma}{2},\qquad
J_{\rm out}=\frac{nv}{4}-\frac{\Gamma}{2}.
\label{eq:half}
\end{equation}
The detailed shape of the odd part has dropped out. Another collision law may change that shape and the value of $D$, but it leaves Eq.~(\ref{eq:half}) intact as long as the even part is $nM$.

Extend this distribution to the surface and require the wall balance, Eq.~(\ref{eq:wall}):
\begin{align}
\Gamma&=\gamma\left(\frac{nv}{4}+\frac{\Gamma}{2}\right),\nonumber\\
\Gamma\left(1-\frac{\gamma}{2}\right)&=\frac{\gamma nv}{4},\nonumber\\
\Gamma&=\frac{\gamma nv}{4}\,\frac{2}{2-\gamma}
=\frac{\gamma nv}{2(2-\gamma)} .
\end{align}

For $\gamma\ll1$ the result tends to $\gamma nv/4$, because nearly all radicals return and the gas is close to equilibrium. For $\gamma=1$ it is $nv/2$, twice the simple estimate.

The distribution used here has a visible defect at large $\gamma$. Its relative anisotropy is
\begin{equation}
\frac{\lambda n'}{n}=\frac{3\Gamma}{nv}
=\frac{3\gamma}{2(2-\gamma)},
\end{equation}
which exceeds one when $3\gamma>4-2\gamma$, or $\gamma>4/5$. Equation~(\ref{eq:p1}) is then negative for radicals leaving near the normal. The flux balance still has a solution, but the distribution at the surface is unphysical.

\section{Second derivation: from the wall}

Start instead with the distribution that the surface might produce. Take the incoming radicals to be half of a Maxwellian of density $n_{\rm in}$, and the outgoing ones to be half of another with density $n_{\rm out}$:
\begin{equation}
f=\begin{cases}n_{\rm in}M,&c_x<0,\\ n_{\rm out}M,&c_x>0.\end{cases}
\label{eq:two}
\end{equation}
Each half-range contains half the density of its full Maxwellian, so $n=(n_{\rm in}+n_{\rm out})/2$. The one-way fluxes are $J_{\rm in}=n_{\rm in}v/4$ and $J_{\rm out}=n_{\rm out}v/4$. The wall balance requires $n_{\rm out}=(1-\gamma)n_{\rm in}$, hence
\begin{equation}
n=\frac{n_{\rm in}}{2}\left[1+(1-\gamma)\right]
=\frac{2-\gamma}{2}\,n_{\rm in},\qquad
n_{\rm in}=\frac{2n}{2-\gamma}.
\end{equation}
The flux lost is
\begin{equation}
\Gamma=\gamma\,\frac{n_{\rm in}v}{4}
=\frac{\gamma v}{4}\,\frac{2n}{2-\gamma}
=\frac{\gamma nv}{2(2-\gamma)} .
\end{equation}
To match this to diffusion, $n$ is identified with the extrapolated density and $\Gamma$ with $Dn'$.

This derivation shows what the simple estimate leaves out. At a perfectly absorbing wall the outgoing half is empty. The whole density then consists of incoming radicals, and the incoming flux is twice that of an equilibrium gas with the same $n$.

The same two-part distribution can be written for a wall at a different temperature $T_w$, but $n$ must then be read as the density at the surface. If survivors leave with the wall temperature, their mean speed is $v\sqrt{T_w/T}$, and flux balance gives
\begin{equation}
n_{\rm out}\,v\sqrt{\frac{T_w}{T}}=(1-\gamma)n_{\rm in}v,
\qquad n_{\rm out}=(1-\gamma)\sqrt{\frac{T}{T_w}}\;n_{\rm in}.
\end{equation}
Using the same expressions for $n$ and $\Gamma$, one finds
\begin{equation}
\Gamma=\frac{\gamma nv}{2\left[1+(1-\gamma)\sqrt{T/T_w}\right]} .
\label{eq:tw}
\end{equation}
Radicals leaving a cooler wall are slower and contribute more density for the same flux. At fixed surface density there are then fewer incoming radicals, and the loss is smaller. This conclusion does not carry over to the extrapolated density. If the collision frequency is constant, slow radicals collide closer to the wall and take up the gas temperature there. Their extra density stays near the surface and is not part of the diffusion solution. Equation~(\ref{eq:tw}) should therefore not be used as a boundary condition for diffusion.

\section{What each derivation assumes}

The two distributions differ, yet they give the same flux. The reason is parity. The even part of Eq.~(\ref{eq:two}) is the average of its two halves, $(n_{\rm in}+n_{\rm out})M/2=nM$, the same as in the first derivation. Equation~(\ref{eq:half}) therefore holds for both. Their agreement reflects this shared assumption and is not independent evidence for it.

The first distribution satisfies the gas equation for a linear density profile. At the wall it satisfies the balance of total flux, but not the condition on each outgoing velocity. The second satisfies the wall condition velocity by velocity, for mirror reflection and for diffuse re-emission with the thermal distribution. For $\gamma>0$, however, it lacks the smooth angular dependence that diffusion requires. The true distribution must meet both demands, and it does so through a layer about a mean free path thick.

For diffuse re-emission the effect of this layer can be put into one number. Subtract from the true solution a uniform equilibrium gas of density $n_e$, chosen to supply the whole outgoing flux:
\begin{equation}
\frac{n_ev}{4}=J_{\rm out}=(1-\gamma)J_{\rm in}
=\frac{1-\gamma}{\gamma}\Gamma .
\end{equation}
The subtracted gas carries no net flux. The kinetic equation is linear, so the remainder is also a solution. It has no outgoing radicals at the wall and carries the full flux $\Gamma$: it is the solution for a perfect absorber. Its extrapolated density is proportional to $\Gamma$ and can be written $K\Gamma/v$, with $K$ a pure number set by the collision law. Adding the two densities gives
\begin{equation}
n=\frac{\Gamma}{v}\left[\frac{4(1-\gamma)}{\gamma}+K\right],\qquad
\Gamma=\frac{nv}{4/\gamma-4+K}.
\label{eq:K}
\end{equation}
Equation~(\ref{eq:main}) can be written $\Gamma=nv/(4/\gamma-2)$, which corresponds to $K=2$. Relative to the kinetic flux at the same $n$, its excess is
\begin{equation}
\frac{4/\gamma-4+K}{4/\gamma-2}-1
=\frac{K-2}{4/\gamma-2}
=\frac{\gamma(K-2)}{2(2-\gamma)} ,
\end{equation}
which vanishes in proportion to $\gamma$ as $\gamma\to0$.

Numerical solution of the kinetic equation gives $K=2.131$ for the fixed targets of the first derivation. A second model assumes a constant collision frequency and draws a new Maxwellian velocity at each collision. It gives $K=2.293$. The resulting values of $\Gamma/(nv)$ for diffuse re-emission are:
\begin{center}
\begin{tabular}{ccccc}
$\gamma$ & Eq.~(\ref{eq:main}) & $\gamma/4$ & fixed & thermalizing\\
0.01 & 0.00251 & 0.00250 & 0.00251 & 0.00251\\
0.1 & 0.0263 & 0.0250 & 0.0262 & 0.0261\\
0.5 & 0.167 & 0.125 & 0.163 & 0.159\\
1 & 0.500 & 0.250 & 0.469 & 0.436
\end{tabular}
\end{center}
At $\gamma=1$ the derived flux is too high by 6.6\% for fixed targets and by 14.7\% for the thermalizing model, relative to the kinetic values. Mirror reflection changes the layer. At $\gamma=0.5$ the kinetic values of $\Gamma/(nv)$ are then 0.161 and 0.155, somewhat further from the derived 0.167.

The meaning of $n$ also matters. At $\gamma=1$ the ratio of the flux to $v$ times the true wall density is 0.577 for fixed targets and 0.627 for the thermalizing model. If the true density were inserted in Eq.~(\ref{eq:main}), the predicted 0.500 would be too low, whereas with the extrapolated density it is too high. In the second derivation $n$ is the density of the distribution assumed at the surface, but the result is used here with the extrapolated density.

\section{Diffusion between two plates}

With Fick's law, Eq.~(\ref{eq:main}) becomes a boundary condition:
\begin{equation}
Dn'=\frac{\gamma v}{2(2-\gamma)}\,n,\qquad
\ell=\frac{n}{n'}=\frac{2(2-\gamma)D}{\gamma v}.
\end{equation}
The length $\ell$ is the distance behind the wall at which the linearly extended density reaches zero. For $\gamma=1$ and $D=\lambda v/3$ it is $2\lambda/3$. Setting $n=0$ at the wall is a good approximation only when $6\ell\ll L$ for a gap $L$, because in the lifetime derived below the wall term is $6\ell/L$ times the diffusion term.

Let radicals be produced uniformly at a rate $G$ per unit volume between wide plates a distance $L$ apart. With $z$ measured from the midplane, the steady balance is $-D\,d^2n/dz^2=G$. Symmetry makes the slope vanish at $z=0$, so one integration gives $dn/dz=-Gz/D$. Integrating again from $z$ to the plate at $L/2$, where $n=n_w$, gives
\begin{equation}
n(z)=n_w+\frac{G}{2D}\left(\frac{L^2}{4}-z^2\right).
\end{equation}
Each plate receives half of the production, $\Gamma=GL/2$. The wall condition then fixes
\begin{equation}
n_w=\frac{2(2-\gamma)}{\gamma v}\,\frac{GL}{2}
=\frac{(2-\gamma)GL}{\gamma v}.
\end{equation}
The average of $z^2$ over the gap is $L^2/12$, so the average of the bracket is $L^2/4-L^2/12=L^2/6$. The mean lifetime is the mean density divided by the production rate:
\begin{equation}
\tau=\frac{\bar n}{G}=\frac{L^2}{12D}+\frac{(2-\gamma)L}{\gamma v}.
\label{eq:tau}
\end{equation}
The first term is the diffusion time. The second comes from the nonzero extrapolated density at the wall. It grows as more impacts are unsuccessful, and it dominates when $\gamma$ is small enough.

\section{Oxygen atoms in a processing plasma}

Take oxygen atoms at 400 K and 0.1 Torr, with $L=5$ cm and $\gamma=0.1$. A rough diffusion parameter of 400 Torr cm$^2$/s gives $D=400/0.1=4000$ cm$^2$/s. The production rate is taken as $G=5\times10^{16}$ cm$^{-3}$ s$^{-1}$. The mean speed is $v=7.28\times10^4$ cm/s, and $\lambda=3D/v=0.165$ cm is 3.3\% of the gap, so diffusion applies across most of it.

The wall flux is $\Gamma=(5\times10^{16})(5)/2=1.25\times10^{17}$ cm$^{-2}$ s$^{-1}$. The ratio of flux to density is
\begin{equation}
\frac{\Gamma}{n_w}=\frac{0.1\times7.28\times10^4}{2\times1.9}
\simeq1.91\times10^3\ \text{cm/s},
\end{equation}
which gives $n_w=6.5\times10^{13}$ cm$^{-3}$. Diffusion adds $GL^2/(8D)=3.9\times10^{13}$ cm$^{-3}$ at the centre, where the density is $1.04\times10^{14}$ cm$^{-3}$. The centre density is only 1.6 times the wall value because $\ell=2.1$ cm is comparable with the gap. Here $n=0$ at the wall would be a poor condition.

The lifetime is
\begin{equation}
\tau=0.52\ \text{ms}+1.31\ \text{ms}=1.83\ \text{ms},
\end{equation}
so most of it comes from the wall term. With all parameters held fixed, the flux $\gamma nv/4$ would give 1.90 ms. A kinetic solution of the whole gap also needs the velocity distribution of the newly produced radicals. In the thermalizing model it is taken as $M$. Fixed targets do not change a radical's speed, so for them it is taken as $cM/v$, which keeps the speeds in the gas Maxwellian. With diffuse re-emission these solutions give 1.832 ms for fixed targets and 1.839 ms for the thermalizing model, against 1.827 ms from Eq.~(\ref{eq:tau}). The corrected condition is thus closer to both. For a perfectly absorbing wall the second term of Eq.~(\ref{eq:tau}) falls to $L/v=0.07$ ms, and diffusion controls most of the loss. Even then the wall term is 12\% of the lifetime, although $\ell$ is only 2.2\% of the gap.

These parameters are meant to lie in the regime of a low-pressure oxygen reactor, but $\gamma$ depends on the material and state of the surface. This uncertainty outweighs the kinetic correction: $\gamma=0.05$ gives 3.2 ms and $\gamma=0.2$ gives 1.14 ms. A real wall may also be cooler than the gas. For a wall at 330 K, Eq.~(\ref{eq:tw}) lowers the flux at fixed surface density by 4.6\%, the value listed in the output. This is not a correction to the lifetime above, which rests on the extrapolated density. At fixed extrapolated density, a kinetic solution of the thermalizing model gives a flux about 5\% higher for the cooler wall. This figure rests on the constant collision frequency. If collisions thermalize the radicals but the mean free path is independent of speed, re-emitted radicals travel the same distance whatever their speed, and the flux at fixed extrapolated density does not change. Both figures place the whole 70 K difference at the surface. At this pressure the mean free path is small against the gap, so most of the drop lies in the gas and the jump at the surface is only of order 10 K. Both figures therefore overstate the effect of the jump.

Recombination returns one O$_2$ molecule for every two atoms lost. The resulting net molar flow towards the wall is $\Gamma/2$. It carries atoms in proportion to their mole fraction, 2.7\% at the wall, and so supplies about 1.4\% of the atomic flux there. The output line on the net molar flow gives this share, not the ratio of the two flows. The side wall matters more if it is reactive. For plates of radius 15 cm its area is one third of the plate area, and a side wall as reactive as the plates would take a substantial share of the loss, which the one-dimensional model leaves out. With a rough $\gamma=0.001$ for a silica ring, its loss is estimated at only 0.4\% of the plate loss. The wall loss rate is $1/\tau\simeq550$ s$^{-1}$. Pumping with a rough residence time of 0.5 s removes atoms at 2 s$^{-1}$, and ozone formation with a rough coefficient of $5\times10^{-34}$ cm$^6$/s gives $3\times10^{-3}$ s$^{-1}$, a high estimate because the coefficient falls with temperature. Both are small here. Reactions with charged species, such as associative detachment with O$^-$, are not included and can match or exceed pumping. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
Flux/(n v), diffuse return, extrapolated n:
gamma  derived  gamma/4  fixed    thermal
0.01  0.00251  0.00250  0.00251  0.00251
0.10  0.02632  0.02500  0.02623  0.02611
0.50  0.16667  0.12500  0.16310  0.15890
1.00  0.50000  0.25000  0.46919  0.43605
Same, specular return:
0.10  fixed 0.02614  thermal 0.02591
0.50  fixed 0.16123  thermal 0.15487
K, fixed model: 2.1313
  derived flux too high at gamma=1: 6.6 %
  flux/(true wall n * v), gamma=1: 0.5774
K, thermal model: 2.2933
  derived flux too high at gamma=1: 14.7 %
  flux/(true wall n * v), gamma=1: 0.6267
Example: O atoms between wide plates
gas temperature 400 K, pressure 0.1 Torr
gap 5.0 cm, plate radius 15.0 cm, gamma 0.1
D*p 400 Torr cm2/s, D 4000 cm2/s
production G 5.0e+16 cm^-3 s^-1
mean speed v 7.2756e+04 cm/s
mean free path 3D/v 0.1649 cm, over gap 0.0330
gas density 2.414e+15 cm^-3
wall speed flux/n 1914.6 cm/s
extrapolation length D n/flux 2.089 cm
relative anisotropy at wall 0.0789
wall flux 1.250e+17 cm^-2 s^-1
densities wall 6.529e+13, centre 1.043e+14 cm^-3
mean density 9.133e+13 cm^-3
lifetime: diffusion part 0.5208 ms
lifetime: wall part 1.3057 ms
lifetime: total 1.8266 ms
lifetime with flux gamma n v/4: 1.8953 ms
kinetic lifetime, fixed: 1.8322 ms
kinetic lifetime, thermal: 1.8386 ms
Uncertainty and neglected effects:
lifetime if gamma=0.05: 3.201 ms
lifetime if gamma=0.2: 1.139 ms
wall at 330 K: flux at fixed n -4.56 %
O fraction at wall 2.70 %
net molar flow / O flux term 1.35 %
side/plate loss, side gamma 0.001: 0.44 %
side/plate area ratio 33.3 %
wall loss rate 1/lifetime 547.5 s^-1
pumping time 0.5 s, rate 2.0 s^-1
ozone: k 5e-34 cm6/s, rate 2.9e-03 s^-1
\end{verbatim}
